\section*{Mean number of atoms missing from a cubic crystal corner}

\section*{Problem}

A simple cubic crystal fills the octant of sites $(x,y,z)$ with $x,y,z=0,1,2,\dots$. Nearest neighbours are joined by bonds of energy $\phi>0$, and there are no other interactions. Atoms may leave the corner for a reservoir, which is slightly supersaturated: its chemical potential lies $\Delta\mu>0$ above the value at which crystal and reservoir coexist. Write $u=\Delta\mu/kT$ and $q=e^{-u}$.

\begin{enumerate}
\item Show that, if configurations with superfluous broken bonds are neglected, the removed atoms form a plane partition, and that each costs $u$ in units of $kT$.
\item Prove MacMahon's generating function for plane partitions,
\begin{equation}
Z(q)=\sum_{\text{plane partitions}}q^{N}=\prod_{n=1}^{\infty}\frac{1}{(1-q^n)^n},
\label{eq:mac}
\end{equation}
where $N$ is the number of removed atoms.
\item Show that $\langle N\rangle\simeq 2\zeta(3)/u^3$ for small $u$, where $\zeta(3)=\sum_{k\ge1}k^{-3}$. Decide whether this law lies above or below the true mean, and find the first correction.
\item Is the mean also a typical value?
\item Evaluate the results for $\phi=0.5$ eV, $T=500$ K, lattice spacing $0.3$ nm and $u=0.05$. Estimate what the model neglects.
\end{enumerate}

\section*{Solution}

\subsection*{1. Which configurations count, and what they cost}

Consider one lattice line parallel to an axis, with sites $0,1,2,\dots$ counted from the outer face. A removed run of $\ell$ consecutive atoms that starts at site 0 destroys $\ell$ bonds on this line. A run that starts further in destroys $\ell+1$, because it also has a bond on its outer side. Every atom lies on three such lines, so removing $N$ atoms destroys
\begin{equation}
3N+d
\end{equation}
bonds, where $d$ is the number of detached runs, those not starting at the outer face, on all lines together.

At coexistence an atom can be taken from a kink, where it has three bonds, at no cost. In this static lattice model the coexistence chemical potential is therefore $-3\phi$, and the reservoir has $\mu=-3\phi+\Delta\mu$. The crystal loses $N$ atoms, so $E-\mu N_{\text{crystal}}$ changes by
\begin{equation}
\phi(3N+d)+\mu N=N\Delta\mu+d\,\phi .
\end{equation}
Each detached run carries a factor $e^{-\phi/kT}$. For $\phi\gg kT$ we keep $d=0$. Adatoms outside the octant are dropped too: one on a flat face has one bond instead of three and costs $2\phi-\Delta\mu$.

The condition $d=0$ says that on every line the removed atoms form an initial segment. Let $h(x,y)$ be the number removed from column $(x,y)$. Then $h$ does not increase with $x$ or with $y$, and $\sum h=N$. This is the definition of a plane partition, and its weight is $e^{-uN}=q^N$. In a box of $3\times2\times2$ sites, 50 of the 4096 possible removed sets satisfy the condition; a direct bond count over all 4096 confirms that these are the ones losing $3N$ bonds.

Two restrictions belong to this step. An infinite edge would carry infinitely many detached runs however small $e^{-\phi/kT}$ is, so the edges must be finite and the expected number of such runs small. Moreover, a supersaturated reservoir would eventually make the faces grow. The corner is in equilibrium only while no new layer nucleates.

\subsection*{2. MacMahon's formula}

Cut the plane partition along its diagonals. For $t\ge0$ let $\lambda(t)$ be the sequence $h(k,k+t)$, and let $\lambda(-t)$ be the sequence $h(k+t,k)$, with $k=0,1,\dots$. Each is an ordinary partition, a non-increasing sequence that ends in zeros; $|\lambda|$ denotes its sum. Since
\[
h(k,k)\ge h(k,k+1)\ge h(k+1,k+1),
\]
neighbouring slices interlace. We write $\lambda\succ\mu$ when $\lambda_1\ge\mu_1\ge\lambda_2\ge\mu_2\ge\cdots$. The slices grow in this sense from the empty partition $\emptyset$ to $\lambda(0)$ and shrink back to $\emptyset$. Conversely, interlacing slices give an $h$ with the required monotonicity.

Define operators that add or remove one interlacing step:
\begin{equation}
U(x)|\mu\rangle=\sum_{\lambda\succ\mu}x^{|\lambda|-|\mu|}|\lambda\rangle,\qquad
D(y)|\lambda\rangle=\sum_{\nu\prec\lambda}y^{|\lambda|-|\nu|}|\nu\rangle .
\end{equation}
We need their exchange rule. The matrix element $\langle\nu|D(y)U(x)|\mu\rangle$ is a sum over all $\lambda$ with $\lambda\succ\mu$ and $\lambda\succ\nu$, which means
\begin{equation}
\lambda_1\ge\max(\mu_1,\nu_1),\qquad
\max(\mu_{i+1},\nu_{i+1})\le\lambda_{i+1}\le\min(\mu_i,\nu_i).
\end{equation}
The element $\langle\nu|U(x)D(y)|\mu\rangle$ is a sum over all $\kappa$ with $\kappa\prec\mu$ and $\kappa\prec\nu$, which means
\begin{equation}
\max(\mu_{i+1},\nu_{i+1})\le\kappa_i\le\min(\mu_i,\nu_i).
\end{equation}
The intervals for $\lambda_{i+1}$ and $\kappa_i$ are the same. Reflecting each interval about its centre gives a one-to-one map between $\lambda$ and pairs $(\kappa,m)$ with $m=0,1,2,\dots$:
\begin{equation}
\begin{aligned}
\lambda_1&=\max(\mu_1,\nu_1)+m,\\
\lambda_{i+1}&=\min(\mu_i,\nu_i)+\max(\mu_{i+1},\nu_{i+1})-\kappa_i .
\end{aligned}
\label{eq:map}
\end{equation}
Because $\min(a,b)+\max(a,b)=a+b$, summing all parts gives $|\lambda|=m+|\mu|+|\nu|-|\kappa|$. Hence $|\lambda|-|\mu|=m+|\nu|-|\kappa|$ and $|\lambda|-|\nu|=m+|\mu|-|\kappa|$, so that
\begin{equation}
\sum_\lambda x^{|\lambda|-|\mu|}y^{|\lambda|-|\nu|}
=\sum_{m\ge0}(xy)^m\sum_\kappa x^{|\nu|-|\kappa|}y^{|\mu|-|\kappa|}.
\end{equation}
For $0<xy<1$ this is the exchange rule
\begin{equation}
D(y)U(x)=\frac{1}{1-xy}\,U(x)D(y).
\end{equation}

Now distribute the weight $q^N$, with $N=\sum_t|\lambda(t)|$, over the steps. Give half of the central slice to each side. For the side $t\ge0$,
\begin{equation}
\tfrac12|\lambda(0)|+\sum_{t\ge1}|\lambda(t)|
=\sum_{j\ge1}\left(j-\tfrac12\right)\bigl(|\lambda(j-1)|-|\lambda(j)|\bigr),
\end{equation}
since on the right $|\lambda(0)|$ has coefficient $\tfrac12$ and $|\lambda(j)|$ has $(j+\tfrac12)-(j-\tfrac12)=1$. The $j$th step from the centre thus has weight parameter $x_j=q^{j-1/2}$, on both sides. With at most $M$ steps on each side,
\begin{equation}
Z_M=\langle\emptyset|D(x_M)\cdots D(x_1)\,U(x_1)\cdots U(x_M)|\emptyset\rangle .
\end{equation}
Move every $D$ to the right of every $U$. Nothing can be removed from $\emptyset$, so $D|\emptyset\rangle=|\emptyset\rangle$. Adding cannot produce $\emptyset$ from anything else, so $\langle\emptyset|U=\langle\emptyset|$. Only the exchange factors remain:
\begin{equation}
Z_M=\prod_{i,j=1}^{M}\frac1{1-x_ix_j}=\prod_{i,j=1}^{M}\frac{1}{1-q^{i+j-1}} .
\label{eq:box}
\end{equation}
All terms are positive, so $M\to\infty$ may be taken. There are $n$ pairs with $i+j-1=n$, which gives Eq.~\eqref{eq:mac}. Building the partitions atom by atom gives $1,1,3,6,13,24,48,\dots$ for $N=0,1,2,\dots$, in agreement with the product up to $N=14$, where there are 4167.

\subsection*{3. The mean}

From $Z=\sum e^{-uN}$ follows $\langle N\rangle=-d\ln Z/du$. With $\ln Z=-\sum_n n\ln(1-e^{-nu})$,
\begin{equation}
\langle N\rangle=\sum_{n=1}^\infty n\,\frac{n\,e^{-nu}}{1-e^{-nu}}
=\sum_{n=1}^{\infty}\frac{n^2}{e^{nu}-1}.
\label{eq:mean}
\end{equation}
Expand $1/(e^{nu}-1)=\sum_{k\ge1}e^{-nku}$ and sum over $n$ first, which is allowed for positive terms. Applying $z\,d/dz$ twice to $\sum z^n=1/(1-z)$ gives $\sum n^2z^n=z(1+z)/(1-z)^3$. Put $z=e^{-2y}$ with $y=ku/2$; then $1+z=2e^{-y}\cosh y$ and $1-z=2e^{-y}\sinh y$, and the exponentials cancel:
\begin{equation}
\langle N\rangle=\sum_{k=1}^\infty G(ku),\qquad
G(x)=\frac{\cosh(x/2)}{4\sinh^3(x/2)} .
\label{eq:dual}
\end{equation}

\paragraph{An upper bound for each term.} We show that $\cosh y<(\sinh y/y)^3$ for $y>0$. Let $g(y)=\sinh y\,(\cosh y)^{-1/3}-y$, so that $g(0)=0$. With $c=\cosh y$ and $\sinh^2y=c^2-1$,
\begin{equation}
g'(y)=c^{2/3}-\tfrac13(c^2-1)c^{-4/3}-1
=\tfrac23c^{2/3}+\tfrac13c^{-4/3}-1 .
\end{equation}
The weighted arithmetic mean of $c^{2/3}$ and $c^{-4/3}$ exceeds their weighted geometric mean $c^{4/9-4/9}=1$ when $c>1$. So $g'>0$ and $g>0$, which is the stated inequality. It gives $G(x)<1/[4(x/2)^3]=2/x^3$.

\paragraph{The limit.} Each term of $u^3\langle N\rangle=\sum_k u^3G(ku)$ is smaller than $2/k^3$, whose sum converges, and tends to $2/k^3$ as $u\to0$. By dominated convergence
\begin{equation}
\boxed{\;u^3\langle N\rangle\to2\zeta(3),\qquad
\langle N\rangle<\frac{2\zeta(3)}{u^3}\ \text{ for every }u>0.\;}
\end{equation}
The leading law, with $2\zeta(3)=2.404$, lies above the true mean.

\paragraph{The correction.} The deficit of one term is $h_1(x)=2/x^3-G(x)$. Differentiation shows that $h_1=-F'$ with
\begin{equation}
F(x)=\frac1{x^2}-\frac1{4\sinh^2(x/2)}=\frac1{12}-\frac{x^2}{240}+\cdots,
\end{equation}
where $1/\sinh^2y=1/y^2-1/3+y^2/15-\cdots$ was used. Thus $\int_0^\infty h_1\,dx=F(0)-F(\infty)=1/12$, $h_1(0)=0$ and $h_1'(0)=1/120$. The Euler--Maclaurin formula gives
\begin{equation}
\sum_{k\ge1}h_1(ku)=\frac1u\int_0^\infty h_1\,dx-\frac{h_1(0)}2-\frac{u\,h_1'(0)}{12}+O(u^3)
=\frac1{12u}-\frac{u}{1440}+O(u^3),
\end{equation}
and therefore
\begin{equation}
\langle N\rangle=\frac{2\zeta(3)}{u^3}-\frac1{12u}+\frac{u}{1440}+O(u^3).
\label{eq:exp}
\end{equation}
Relative to the mean, the leading law is too large by about $u^2/[24\zeta(3)]\approx u^2/29$. The sum \eqref{eq:mean} gives 3.6\% at $u=1$, 0.87\% at $u=0.5$ and 0.035\% at $u=0.1$.

The power of $u$ has a simple reading: most of the missing atoms lie in a region that extends over a length of order $1/u$ lattice spacings in each of three directions. Thin tails along the edges reach further, to roughly $(2/u)\ln(1/u)$ spacings, but contain too few atoms to change the leading law. Integrating $\langle N\rangle=-d\ln Z/du$ gives $\ln Z\simeq\zeta(3)/u^2$, so the entropy is
\[
S/k=\ln Z+u\langle N\rangle\simeq3\zeta(3)/u^2 .
\]
To leading order it scales like an area, as $1/u^2$, while the number of missing atoms scales like a volume, as $1/u^3$.

In the opposite limit, $u\gg1$, the first terms of Eq.~\eqref{eq:mean} give $\langle N\rangle=q+5q^2+\cdots$: the corner is mostly intact and occasionally lacks its outermost atom. The cubic law does not apply there. Even at $u=2$ it gives 0.301 atoms, against the true 0.260.

\subsection*{4. Fluctuations}

The variance is $d^2\ln Z/du^2=-d\langle N\rangle/du=\sum_k k\,|G'(ku)|$. With $s=\sinh(x/2)$, differentiation of $G$ gives $|G'(x)|=(2s^2+3)/(8s^4)$. The function $x^4|G'(x)|$ is bounded and tends to $3\cdot16/8=6$ as $x\to0$. Therefore
\begin{equation}
u^4\,\mathrm{Var}\,N=\sum_k\frac{(ku)^4|G'(ku)|}{k^3}\to6\zeta(3),
\end{equation}
again by dominated convergence. The relative spread is
\begin{equation}
\frac{\sqrt{\mathrm{Var}\,N}}{\langle N\rangle}\simeq
\frac{\sqrt{6\zeta(3)}/u^2}{2\zeta(3)/u^3}=u\sqrt{\frac{3}{2\zeta(3)}}\approx1.12\,u .
\end{equation}
It vanishes with $u$, so for small $u$ the mean is also typical.

\subsection*{5. Numbers}

At 500 K, $kT=43.09$ meV, so $\phi/kT=11.6$ and $\Delta\mu=0.05\times43.09=2.154$ meV. For an ideal vapour this is a pressure $e^{0.05}=1.051$ times the saturated one. The law gives
\begin{equation}
\langle N\rangle\approx\frac{2.404114}{(0.05)^3}=19233,
\end{equation}
and the correction is $-1/(12\times0.05)=-1.7$, in accord with 19231 from the full sum. The missing volume is $19231\times(0.3\ \text{nm})^3=519\ \text{nm}^3$, that of a cube of edge 8.0 nm. The standard deviation is 1074 atoms, or 5.6\%.

A finite crystal sets the edge length. A cube of $L^3$ atoms has $3L^2(L-1)$ bonds, so relative to the reservoir it costs $3\phi L^2-\Delta\mu L^3$. This is stationary at
\begin{equation}
L=\frac{2\phi}{\Delta\mu}=\frac{1000\ \text{meV}}{2.154\ \text{meV}}=464,
\end{equation}
or 139 nm. The stationary point is a maximum: with an unlimited reservoir a larger cube lowers its cost by growing and a smaller one by dissolving, although near this size adding or removing a layer must first pass a barrier, estimated below. It serves here to fix the half edge, 232 atoms, belonging to one corner. This is well above $1/u=20$, and also above the roughly 130 atoms that are missing on average along each edge.

\paragraph{Effects within the nearest-neighbour model.} A small perturbation that adds $A(u)$ to $\ln Z$ shifts the mean by $-dA/du$. To obtain such averages, random corners were drawn with the map \eqref{eq:map}, choosing $m$ with probability proportional to $(xy)^m$. Sixty corners were drawn at each of $u=0.04$ and $u=0.0625$, and a power law between the two gives the value and slope at $0.05$. The sampled means of $N$ were 37601 and 9987. The sums are 37562 and 9846, with expected sampling errors of 217 and 89.

With $\phi/kT$ and the half edge held fixed, configurations with one detached run add $A=0.10$ and shift the mean by only one to two atoms. Limiting the partition to 232 sites in two directions, by Eq.~\eqref{eq:box}, removes 2.0 atoms; the same limit in the third direction removes about one more. Such hard limits indicate the size of finite-edge effects but not their sign. In the actual cube the tails of two corners need only fit into the full edge, and a wholly removed edge row destroys $3L-1$ bonds, one fewer than three per atom. A corner with that row gone has generating function $Z/(1-q)$, so the row has relative weight $e^{\phi/kT}q^L/(1-q)^2\approx0.004$ per edge, which adds about three atoms per corner. These shifts are as large as the correction $-1/(12u)$, so for this crystal that correction has no separate significance. Rounded, the mean within the nearest-neighbour model is $1.92\times10^4$ atoms.

Single adatoms on the adjoining faces number about $10^{-5}$. A new layer must start as an island. A square one of $l^2$ atoms has $l^2+2l(l-1)$ bonds and costs $2\phi l-\Delta\mu l^2$, with maximum $\phi^2/\Delta\mu=116$ eV. At 500 K the faces are safely metastable.

\paragraph{Second-neighbour bonds.} Let atoms at distance $\sqrt2$ spacings attract with energy $\phi_2$. In a layer, the removed atoms fill an ordinary partition shape. Each removed atom $(x,y)$ loses its diagonal bond to $(x+1,y+1)$. The other diagonal bond, between $(x+1,y)$ and $(x,y+1)$, is lost if either end is removed. This happens when $(x,y)$ is removed and is not a corner of the shape, a corner being a removed atom whose neighbours $(x+1,y)$ and $(x,y+1)$ are both present. Summed over the three orientations of layers, $6N-C$ bonds are lost, where $C$ is the total number of corners.

The $6N$ only moves the coexistence point. At fixed $u$ there remains an extra weight $e^{\phi_2C/kT}$, which favours kinked surfaces. To first order $A=(\phi_2/kT)\langle C\rangle$. The random corners give $\langle C\rangle\approx2960$ at $u=0.05$, with a sampling uncertainty of one to two per cent, varying as $u^{-2.02}$ between the two sampled values, where the exponent is uncertain by several hundredths. For an assumed $\phi_2=1$ meV, $\phi_2/kT=0.0232$ and
\begin{equation}
\delta\langle N\rangle\approx\frac{2.02\times0.0232\times2962}{0.05}\approx2.8\times10^3,
\end{equation}
an increase of 14 to 15\% to first order, for an isolated corner. The second-order term in $A$, $(\phi_2/kT)^2\,\mathrm{Var}\,C/2$, would add roughly another one per cent of the mean; it and all higher orders are left out here. This is the largest of the effects estimated here, although $\phi_2$ is only 0.2\% of $\phi$. Between the two sampled values $C$ scales nearly as $u^{-2}$, so the first-order shift scales nearly as $u^{-3}$. This cannot be continued to $u\to0$ at fixed $\phi_2$. A removed row of $r$ atoms along an edge has $C=r+2$ and costs $r\,\Delta\mu-(r+2)\phi_2$. For $\phi_2>\Delta\mu$ this falls without limit as the row lengthens: the edges recede along their whole length, and the number of missing atoms then depends on the size of the crystal. In a finite cube this sets in earlier. A whole edge row loses $3L-1$ nearest and $5L-4$ second-neighbour bonds and costs $L(\Delta\mu-\phi_2)-\phi-4\phi_2$. For $L=464$ and $\phi_2=1$ meV this is only 0.03 eV, less than $kT$. Whole edge rows are then missing with a probability of order one, which adds a few hundred atoms per corner that the first-order estimate does not contain.

\paragraph{Relation to real crystals.} The parameters describe no particular material. The binding energy $3\phi=1.5$ eV per atom is towards the low end for metals, whose cohesive energies are very roughly 1 to 9 eV. Common metals are close-packed or body-centred rather than simple cubic, and rock-salt crystals, which do show cubic corners, have long-range ionic forces. Nothing in general keeps farther interactions as small as 1 meV. Above $\phi_2=\Delta\mu=2.15$ meV the first-order estimate loses its meaning even for long edges, because the edges themselves are then unstable; for the 464-atom cube whole edge rows begin to go already near 1 meV. The number $2\zeta(3)$ therefore belongs to the nearest-neighbour model and should not be used to predict the rounding of a real corner. Even within the model it describes equilibrium, which requires that atoms have time to leave and return. The remaining figures are in the numerical output.

\section*{Computed results}
\begin{verbatim}
zeta(3) = 1.202057; 2 zeta(3) = 2.404114
plane partitions of 0..8 atoms, counted: [1, 1, 3, 6, 13, 24, 48, 86, 160]
plane partitions of 14 atoms, counted: 4167
plane partitions in the 3x2x2 box: 50 of 4096 subsets
u = 2.0: <N> from counting = 0.260286 atoms
u = 2.0: <N> from the sum = 0.260286 atoms
u, <N> (atoms), 2 zeta(3)/u^3 (atoms), relative excess (percent):
   1.00       2.3215       2.4041    3.5595
   0.50      19.0666      19.2329    0.8723
   0.20     300.0977     300.5142    0.1388
   0.10    2403.2805    2404.1138    0.0347
   0.05   19231.2438   19232.9105    0.0087
bond energy phi = 0.5 eV; temperature = 500 K
lattice spacing = 0.3 nm; reduced cost u = 0.05
kT = 43.087 meV; phi/kT = 11.605
cost per removed atom Delta mu = 2.154 meV
ideal-vapour pressure ratio exp(u) = 1.0513
mean number removed = 19231.24 atoms
leading law = 19232.91 atoms
correction -1/(12u) = -1.667 atoms
missing volume = 519.2 nm^3
cube root of missing volume = 8.04 nm
standard deviation of N = 1074 atoms
relative spread = 5.59 percent
equilibrium cube edge = 464 atoms
equilibrium cube edge = 139 nm
half edge used as limit = 232 atoms
random corners drawn at each u: 60
  u = 0.0400: sampled <N> = 37601, sum = 37562, expected error = 217 atoms
  u = 0.0625: sampled <N> = 9987, sum = 9846, expected error = 89 atoms
one-extra-bond excitations present, mean = 0.098
  shift of <N> = 1.4 +- 0.1 atoms
  relative shift = 0.007 percent
assumed second-neighbour bond phi2 = 1.0 meV
  phi2/kT = 0.0232
  mean layer corners C = 2962; C ~ u^-p, p = 2.02
  shift of <N> = 2781 +- 37 atoms
  relative shift = 14.5 percent
loss of <N> from two side limits = 1.99 atoms
single facet adatoms near one corner = 1.4e-05
barrier for a new facet layer = 116 eV
\end{verbatim}
